# Second-order self-energy of the valence electron of sodium, part 1

(Sections cited here and not found follow in the second part.)

Sodium is treated as one valence electron outside the closed-shell ion Na⁺ ($1s^2 2s^2 2p^6$). Use hartree atomic units and a point nucleus of infinite mass. Letters $a,b$ label core orbitals, and $m,n$ label all orbitals that are empty in the ion, including the valence orbital $v$. For spin orbitals $\langle pq|rs\rangle=\iint \varphi_p^*(1)\varphi_q^*(2)\,r_{12}^{-1}\varphi_r(1)\varphi_s(2)$, and the double bar denotes the antisymmetrized integral $\langle pq\Vert rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle$. For real spatial orbitals $(pr|qs)=\langle pq|rs\rangle$. All orbitals are eigenfunctions of the Fock operator of the ion,

$$f = h + u,\qquad u_{pq}=\sum_b \langle pb\Vert qb\rangle=\sum_b\big[\langle pb|qb\rangle-\langle pb|bq\rangle\big],\qquad f\varphi_p=\varepsilon_p\varphi_p ,$$

where $h$ is the kinetic energy plus the nuclear attraction, and $u$ is the Coulomb minus the exchange operator of the ten core spin orbitals. Two values are given for the 3s removal energy $E(\mathrm{Na}^+)-E(\mathrm{Na})$: a frozen-core value of 0.1820 hartree and a target of 0.1889 hartree. Numerical data come from the numerical check.

The following angular-momentum results may be used. With $C^k_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}$,

$$\frac1{r_{12}}=\sum_k \frac{r_<^k}{r_>^{k+1}}\sum_q(-1)^qC^k_q(1)C^k_{-q}(2),\qquad c(l,k,l')\equiv\langle l\Vert C^k\Vert l'\rangle=(-1)^l\sqrt{(2l+1)(2l'+1)}\begin{pmatrix}l&k&l'\\0&0&0\end{pmatrix},$$

$$\langle (l_1l_2)LM|C^k(1)\cdot C^k(2)|(l_3l_4)LM\rangle=(-1)^{l_3+l_2+L}\begin{Bmatrix}l_1&l_2&L\\ l_4&l_3&k\end{Bmatrix}c(l_1,k,l_3)\,c(l_2,k,l_4),$$

$$\sum_L(2L+1)\begin{Bmatrix}l_1&l_2&L\\ l_4&l_3&k\end{Bmatrix}\begin{Bmatrix}l_1&l_2&L\\ l_4&l_3&k'\end{Bmatrix}=\frac{\delta_{kk'}}{2k+1},$$

$$\sum_L(-1)^{L+k+k'}(2L+1)\begin{Bmatrix}l_1&l_2&L\\ l_4&l_3&k\end{Bmatrix}\begin{Bmatrix}l_1&l_2&L\\ l_3&l_4&k'\end{Bmatrix}=\begin{Bmatrix}l_1&l_3&k\\ l_2&l_4&k'\end{Bmatrix}.$$

**Part (a).** Taking $H_0=\sum_i f(i)$ for both the atom and the ion, find $E(\mathrm{Na})-E(\mathrm{Na}^+)$ through second order in $V=H-H_0$, and carry out the spin sums.

*Model answer.* The reference states are the core determinant $\Phi_c$ and $\Phi_v$, the core plus one electron in $v$. Through first order the energy is $\langle\Phi|H|\Phi\rangle$. Adding $v$ adds $h_{vv}$ and the Coulomb and exchange interaction of $v$ with each core spin orbital, so

$$\langle H\rangle_{\Phi_v}-\langle H\rangle_{\Phi_c}=h_{vv}+\sum_b\langle vb\Vert vb\rangle=f_{vv}=\varepsilon_v .$$

The frozen-core removal energy is $-\varepsilon_v$.

The second-order energy is $\sum_K|\langle K|V|\Phi\rangle|^2/(E^0_\Phi-E^0_K)$. Every determinant $K$ is an eigenstate of $H_0$, so $\langle K|V|\Phi\rangle=\langle K|H|\Phi\rangle$ and the Slater–Condon rules apply. The other magnetic and spin components of $v$ are degenerate with $\Phi_v$, but they differ in $M_L$ or $M_S$ and are not coupled to it.

For the ion, a single excitation has the element $h_{ma}+\sum_b\langle mb\Vert ab\rangle=f_{ma}=0$. Only doubles remain:

$$E^{(2)}_c=\frac14\sum_{abmn}\frac{|\langle mn\Vert ab\rangle|^2}{\varepsilon_a+\varepsilon_b-\varepsilon_m-\varepsilon_n}.$$

For the atom the spin orbital $v$ is occupied, and a prime marks sums that omit it. There are four classes.

1. $v\to m$: the element is $h_{mv}+\sum_b\langle mb\Vert vb\rangle=f_{mv}=0$.
2. $a\to m$: the element is $f_{ma}+\langle mv\Vert av\rangle=\langle mv\Vert av\rangle$, which gives $\sum_a\sum'_m|\langle mv\Vert av\rangle|^2/(\varepsilon_a-\varepsilon_m)$. This is the relaxation of the core orbitals in the field of $v$.
3. $(v,a)\to(m,n)$: this gives $\frac12\sum_a\sum'_{mn}|\langle mn\Vert va\rangle|^2/(\varepsilon_v+\varepsilon_a-\varepsilon_m-\varepsilon_n)$, the factor $\frac12$ removing the double count of each pair.
4. $(a,b)\to(m,n)$: this is $E_c^{(2)}$ with primed sums.

Classes 2 and 3 combine. If the prime in class 3 is dropped, the new terms have $n=v$ or $m=v$. The terms with $n=v$ give $\frac12\sum_{am}|\langle mv\Vert va\rangle|^2/(\varepsilon_a-\varepsilon_m)$, those with $m=v$ give the same by antisymmetry, and $m=n=v$ vanishes. Their sum is class 2. Class 4 minus $E_c^{(2)}$ is minus the terms of $E_c^{(2)}$ with $m=v$ or $n=v$, which is $-2\cdot\frac14\sum_{abm}|\langle vm\Vert ab\rangle|^2/(\varepsilon_a+\varepsilon_b-\varepsilon_v-\varepsilon_m)$. Reversing the sign of that denominator,

$$\Sigma_{vv}=\frac12\sum_{amn}\frac{|\langle mn\Vert va\rangle|^2}{\varepsilon_v+\varepsilon_a-\varepsilon_m-\varepsilon_n}+\frac12\sum_{abm}\frac{|\langle vm\Vert ab\rangle|^2}{\varepsilon_v+\varepsilon_m-\varepsilon_a-\varepsilon_b},$$

and $E(\mathrm{Na})-E(\mathrm{Na}^+)=\varepsilon_v+\Sigma_{vv}$ through second order. With $\varepsilon_v$ in the denominators replaced by a variable $\omega$ this is the second-order self-energy $\Sigma_{vv}(\omega)$. Corrections from its off-diagonal elements and from $\Sigma\,\partial\Sigma/\partial\omega$ contain two factors of $\Sigma$ and are of fourth order in $V$.

The first ("particle") sum is negative. Its denominators are at most $\varepsilon_v+\varepsilon_{2p}-2\varepsilon_{3s}$, and with $\varepsilon_{2p}=-1.797$, $\varepsilon_{3s}=-0.182$ this is below $-1.4$ hartree for any bound $v$. The second ("hole") sum is positive: it is core correlation energy lost because the Pauli principle closes $v$ to excited core pairs.

For the spin sums, expand the square. The two squared terms are equal after the relabelling $m\leftrightarrow n$, so $\frac12\sum|\langle mn\Vert va\rangle|^2\to\sum\langle mn|va\rangle[\langle mn|va\rangle-\langle nm|va\rangle]$ for real orbitals. Let $v$ have spin up. The direct product requires $m$ up and $n$ with the spin of $a$, which has two values. The exchange product also requires $n$ up, so all four spins are up and the factor is one. The hole sum works in the same way with $a\leftrightarrow b$. In spatial orbitals,

$$\Sigma_{vv}=\sum_{amn}\frac{(vm|an)[2(vm|an)-(vn|am)]}{\varepsilon_v+\varepsilon_a-\varepsilon_m-\varepsilon_n}+\sum_{abm}\frac{(va|mb)[2(va|mb)-(vb|ma)]}{\varepsilon_v+\varepsilon_m-\varepsilon_a-\varepsilon_b}.\tag{1}$$

The program tests both orders by applying $H$ to the reference in the full determinant spaces of 11 and 10 electrons in the STO-3G basis. It finds an $\langle H\rangle$ difference of 0.12387745 against $\varepsilon_{3s}=0.12387745$, and a second-order difference of $-0.003043414$ against $-0.003043415$ from (1). The positive $\varepsilon_{3s}$ shows that this minimal basis does not bind the valence electron at all. The comparison tests the algebra, which does not depend on the basis, and says nothing about real sodium.

**Part (b).** Reduce (1) to radial integrals, and specialize to an $s$ valence orbital.

*Model answer.* Both sums in (1) have one structure: $v$ and a partner $p$ scatter into a pair $x,y$, with denominator $D=\varepsilon_v+\varepsilon_p-\varepsilon_x-\varepsilon_y$. The particle sum has $(p,x,y)=(a,m,n)$ and the hole sum has $(p,x,y)=(m,a,b)$. With $\varphi=r^{-1}P(r)Y_{lm}$ define

$$R_k(vx;py)=\int P_vP_x\,U^k_{py}\,dr,\qquad U^k_{py}(r)=\int P_p(s)P_y(s)\frac{r_<^k}{r_>^{k+1}}\,ds .$$

The sums run over whole shells of $p,x,y$, so they define a rotational scalar acting on $v$. The result is independent of $m_v$ and equals $1/(2l_v+1)$ times the sum over $m_v$. The sum over all four projections is a trace, which can be taken in the coupled basis, where $g=1/r_{12}$ is diagonal in $L,M$ and independent of $M$. The given scalar-product formula yields

$$\langle(vp)L|g|(xy)L\rangle=\sum_kR_k(vx;py)(-1)^{l_x+l_p+L}\begin{Bmatrix}l_v&l_p&L\\ l_y&l_x&k\end{Bmatrix}c(l_v,k,l_x)c(l_p,k,l_y)\equiv d_L ,$$

and $e_L\equiv\langle(vp)L|g|(yx)L\rangle$ is the same with $x\leftrightarrow y$ and $k\to k'$. Both are real.

The direct trace is $\sum_L(2L+1)d_L^2$. The phase squares to one and the orthogonality relation removes the cross terms in $k$:

$$\text{direct}=\frac{2}{2l_v+1}\sum_k\frac{c(l_v,k,l_x)^2c(l_p,k,l_y)^2}{2k+1}\,\frac{R_k(vx;py)^2}{D}.\tag{2}$$

In the exchange product the pair appears once with electron 1 in $x$ and once with electron 1 in $y$. Interchanging the coupling order costs the Clebsch–Gordan phase $(-1)^{l_x+l_y-L}$, so the trace is $\sum_L(2L+1)(-1)^{l_x+l_y-L}d_Le_L$. The three phases have total exponent $(l_x+l_y-L)+(l_x+l_p+L)+(l_y+l_p+L)$, which leaves $(-1)^L$. The last given identity then performs the $L$ sum:

$$\text{exchange}=-\frac1{2l_v+1}\sum_{kk'}(-1)^{k+k'}\begin{Bmatrix}l_v&l_x&k\\ l_p&l_y&k'\end{Bmatrix}c(l_v,k,l_x)c(l_p,k,l_y)c(l_v,k',l_y)c(l_p,k',l_x)\frac{R_k(vx;py)R_{k'}(vy;px)}{D}.\tag{3}$$

For $l_v=0$ the triangle rules force $k=l_x$ and $k'=l_y$. Then $c(0,k,k)=(-1)^k$, the 6j symbol is $(-1)^{l_p+k+k'}/\sqrt{(2k+1)(2k'+1)}$, and $c(l_p,k,k')c(l_p,k',k)=(2l_p+1)\sqrt{(2k+1)(2k'+1)}\,T$ with $T=\begin{pmatrix}l_p&l_x&l_y\\0&0&0\end{pmatrix}^2$. The two factors $(-1)^{k+k'}$ cancel, and $l_p+k+k'$ is even wherever $T\ne0$. Hence

$$\Sigma_{ss}=\sum_{pxy}(2l_p+1)\,T\,\frac{R_{l_x}(vx;py)}{D}\left[2\,\frac{2l_y+1}{2l_x+1}R_{l_x}(vx;py)-R_{l_y}(vy;px)\right].\tag{4}$$

As a check take $l_p=l_x=1$, $l_y=0$, so $T=\frac13$. With real orbitals $(s\,p_i|p_j\,s')=\delta_{ij}R_1/3$ and $(s\,s'|p_jp_i)=\delta_{ij}R_0$. The sums over $i,j$ give $R_1^2/3$ and $R_1R_0$, as (4) requires. In the hole sum $l_a,l_b\le1$, so $l_m\le2$ and the partial-wave sum terminates, while the particle sum does not.

The program tests each of the four terms (particle and hole, direct and exchange) against explicit sums over real orbitals in one Gaussian basis, 16s10p7d2f. The totals agree in all printed digits: $-0.00545432$, $-0.00158828$ and $-0.00024726$ hartree for 3s, 3p and 3d.

**Part (c).** Evaluate the 3s removal energy through second order. Say which Hamiltonian the given frozen-core value belongs to, and how much of the gap to the target is closed.

*Model answer.* The radial Hartree–Fock equations of Na⁺ are solved in even-tempered Gaussians with 37 to 54 functions for each $l\le9$. The ion energy is $-161.6769$ hartree in this basis, about $6\times10^{-5}$ above the basis limit $-161.67696$, and the virial ratio $-E/T$ is 1.0000010. The nonrelativistic valence energy is $\varepsilon_{3s}=-0.181801$ hartree, unchanged in six decimals in a coarser basis. It differs from the given 0.1820 by 0.0002, so the given value is not the nonrelativistic frozen-core one. Replacing $h$ by the spin-free one-electron X2C Hamiltonian in the medium basis shifts $\varepsilon_{3s}$ by $-0.000223$, and

$$-\varepsilon_{3s}=0.181801+0.000223=0.18202\ \text{hartree}=4.953\ \text{eV},$$

which matches the given value. Since the value is stated to be frozen-core, it belongs to the relativistic Hamiltonian. The four-decimal match alone would not decide this: a nonrelativistic difference of separately optimized unrestricted Hartree–Fock energies, which lets the core relax, is 0.18199 and rounds to the same number.

The four terms for $l\le9$ are

| term | hartree |
|---|---|
| particle direct | $-0.008223$ |
| particle exchange | $+0.001020$ |
| hole direct | $+0.002136$ |
| hole exchange | $-0.000783$ |
| sum | $-0.005850$ |

The coarser basis gives $-0.005848$. The particle sum is $-0.007203$ and the hole sum $+0.001353$, with the signs found in (a). Within the direct particle term the multipoles $k=0,\dots,4$ give $-1340$, $-5062$, $-1142$, $-403$ and $-145$ microhartree. The dipole is $5062/8223=62\%$ of it, and the monopole, which needs $v$ inside the core, is second.

Sort the contributions by the largest $l$ among the excited orbitals. The increments for $l=0,\dots,9$ are $+114.2$, $-1039.7$, $-4097.5$, $-571.9$, $-148.8$, $-55.4$, $-25.3$, $-13.2$, $-7.56$ and $-4.65$ microhartree. A finer basis moves these entries by up to 0.2 microhartree (by 0.03 to 0.04 for the last two). The positive first entry comes from the hole sum. This sorting is symmetric under $m\leftrightarrow n$, so the particle part of each increment is still a sum of squares over negative denominators and cannot be positive. For the missing waves assume $\delta_l\propto(l+\frac12)^{-p}$. The last two increments give $p=\ln(7.56/4.65)/\ln(9.5/8.5)\approx4.4$ (4.38 from unrounded values). Replacing the sum over $l\ge10$ by an integral over $l+\frac12$ from 10,

$$\text{tail}\approx-4.65\times\frac{9.5}{3.38}\times0.95^{3.38}=-11\ \text{microhartree}.$$

The power law is an assumption. Using $p=4$ instead gives $-13$, which indicates the sensitivity. Then $\Sigma_{3s}=-0.005850-0.000011=-0.005861$ and the nonrelativistic removal energy is $0.181801+0.005861=0.18766$ hartree.

The X2C orbitals shift $\Sigma$ by $-0.000028$ in the medium basis. Adding the shifts,

$$-\Sigma_{3s}=0.005861+0.000028=0.00589\ \text{hartree}=0.160\ \text{eV},$$

$$-\varepsilon_{3s}-\Sigma_{3s}=0.18202+0.00589=0.18791\ \text{hartree}=5.113\ \text{eV}.$$

The gap is $0.1889-0.18202=0.00688$, of which second order supplies $0.00589/0.00688=0.856$. The target has four decimals, so this should be read as about 86%, with a residual of 0.0010 hartree. The relativistic shifts omit spin–orbit, Breit and two-electron picture-change terms and are added across bases, so the fifth decimal of 0.18791 is not secure. The basis and tail uncertainties, a few microhartree, are far smaller than the residual, and the whole relativistic shift included here is a quarter of it. If the given target is the exact removal energy, the residual is therefore assigned to third and higher orders, which are not computed.

Second order raises the 3s removal energy from 0.18202 to 0.18791 hartree, closing about 86% of the gap to the target and leaving a residual of 0.0010 hartree. What remains is the form of the self-energy for a valence electron far outside the core, its comparison with the states 4f to 7i, and whether that long-range form can be used to estimate the 3s shift.
